\section*{Thermal size limit of a rigid sliding-ferroelectric flake}

\section{A flake that stores its state by position}

Place a small crystalline monolayer flake on a larger sheet of the same two-element honeycomb material, such as boron nitride, with the two lattices parallel. Two stackings, AB and BA, have equal energy and opposite out-of-plane polarization. A lateral slide by one bond length converts one into the other, so the polarization is stored in the position of the flake. Thermal motion can produce the same slide. If all cells slide together, the barrier is proportional to the area, and a sufficiently small flake forgets its state.

How small is that at $T=300$ K, if each cell of area $A_0=0.054\ \mathrm{nm^2}$ contributes a barrier $E_b=1$ meV and the total must be at least $40\,kT$? For a square flake of side $L$ containing $N=L^2/A_0$ cells, define
\begin{equation}
 n=\frac{N E_b}{kT}=\frac{L^2E_b}{A_0kT},
 \qquad L=\sqrt{\frac{n\,kT A_0}{E_b}} .
 \label{size}
\end{equation}
With $kT=25.85$ meV, the required barrier is $40\times25.85\ \mathrm{meV}=1.034$ eV. This takes 1034 cells, an area of $1034\times0.054=55.8\ \mathrm{nm^2}$, and hence
\begin{equation}
 L_{40}=\sqrt{55.8\ \mathrm{nm^2}}\simeq7.5\ \mathrm{nm}.
\end{equation}
Rounding the side down to 7 nm matters: a 7.0 nm square has a barrier of only $35.1\,kT$. A disc of the same area has diameter $2L_{40}/\sqrt\pi\simeq8.4$ nm.

Equation (\ref{size}) assumes that the flake is rigid and aligned, that its overlap with the sheet stays constant, that edge cells behave like interior cells, and that no field acts. The barrier $E_b$ is an effective value at the temperature of use. The number 40 is a convention; turning it into a time requires the escape rate. The large parameter of that calculation is $n$: the leading behaviour of the lifetime is $e^n$ with a constant prefactor, and the first correction is of relative order $1/n$.

\section{The stacking energy}

Let $\mathbf u$ be the displacement from AA stacking, $a$ the lattice constant, and $\hat{\mathbf g}_j$ three unit vectors at $120^\circ$ to each other. The simplest smooth energy per cell with the required symmetry is
\begin{equation}
 V(\mathbf u)=2E_b\sum_{j=1}^{3}\cos\phi_j,\quad
 \phi_j=G\,\hat{\mathbf g}_j\!\cdot\mathbf u,\quad
 G=\frac{4\pi}{\sqrt3\,a},\quad A_0=\frac{\sqrt3}{2}a^2 .
 \label{V}
\end{equation}
At AB all three cosines are $-1/2$, so $V=-3E_b$; the same holds at BA. Halfway between neighbouring AB and BA positions one cosine is $+1$ and two are $-1$, so $V=-2E_b$. AA has $V=6E_b$. Each lattice cell contains three saddles, all at $-2E_b$, so the lowest pass out of a well costs $E_b$ per cell. An AB position has three such exits, one along each $\hat{\mathbf g}_j$.

Differentiating twice gives the curvature matrix
\begin{equation}
 H=-2E_bG^2\sum_j\cos\phi_j\,\hat{\mathbf g}_j\hat{\mathbf g}_j^{T},
 \qquad \sum_j\hat{\mathbf g}_j\hat{\mathbf g}_j^{T}=\tfrac32\,\mathbb 1 .
\end{equation}
At the minimum this is $\frac32E_bG^2\mathbb 1$. At the saddle of exit $e$ the sum is $2\hat{\mathbf g}_e\hat{\mathbf g}_e^T-\frac32\mathbb 1$, so the curvature is $-E_bG^2$ along the path and $+3E_bG^2$ across it.

\subsection{Twist}

A rigid flake can also turn by a small angle $\theta$ about its centre. A cell at $(x,y)$ then moves by $\theta(-y,x)$. Let the square have edges along $x$ and $y$, with $x$ along a lattice vector and $\hat{\mathbf g}_1$ along $y$. Averaging the cosine over the square removes the part odd in position and leaves $\cos\phi_j\,F_j$, where
\begin{equation}
 F_j=\frac{\sin(s g_{jx}/2)}{s g_{jx}/2}\,
     \frac{\sin(s g_{jy}/2)}{s g_{jy}/2},\qquad s=GL\theta .
\end{equation}
Using $\sin z/z=1-z^2/6+z^4/120-\dots$ and $g_{jx}^2+g_{jy}^2=1$,
\begin{equation}
 F_j=1-\frac{s^2}{24}+q_js^4+\dots,\qquad
 q_j=\frac1{1920}+\frac{g_{jx}^2g_{jy}^2}{1440}.
 \label{F}
\end{equation}
Thus $q_1=1/1920$, and $q_2=q_3=1/1536$ because $g_x^2g_y^2=3/16$ for the other two vectors.

At the saddle a small twist changes the energy per cell from $-2E_b$ to $-2E_b(1-s^2/24)$, which is a rise. A small twist therefore does not lower the pass. An explicit sum over a nearly square flake of 1020 cells gives a rise at $1^\circ$ of $0.88E_b$ per cell at the saddle along $\hat{\mathbf g}_1$ and about $1.0E_b$ at the other two. If the twist is large enough that all $F_j$ are negligible, the energy is $3E_b$ per cell above the minimum, three times the sliding barrier.

\section{Leading asymptotics of the lifetime}

Let $m$ be the mass of one cell, so the flake has mass $Nm$. In classical transition-state theory the escape rate is the thermal flux through the three dividing lines, divided by the population of the well. The mean outward speed, counting inward motion as zero, is $\sqrt{kT/(2\pi Nm)}$. The twist momentum contributes the same factor above and below, and cancels. With $\Phi$ the flake energy above its minimum in units of $kT$, and $t$ the distance along a dividing line,
\begin{equation}
 \frac1\tau=\sqrt{\frac{kT}{2\pi Nm}}\;
 \frac{\sum_{e}\int dt\,ds\,e^{-\Phi}}
      {\int d^2u\,ds\,e^{-\Phi}},\qquad
 \Phi=3n+2n\sum_j\cos\phi_jF_j .
 \label{tst}
\end{equation}

For large $n$ both integrals are dominated by small neighbourhoods. In the well put $\boldsymbol\rho=G(\mathbf u-\mathbf u_{AB})$. The curvatures and (\ref{F}) give
\begin{equation}
 \Phi\simeq\tfrac34n\rho^2+\tfrac18ns^2 .
\end{equation}
At a saddle put $r=Gt$. There
\begin{equation}
 \Phi\simeq n+\tfrac32nr^2+\tfrac1{12}ns^2 .
\end{equation}
The Gaussian integrals are
\begin{align}
 \int d^2u\,ds\,e^{-\Phi}&\simeq\frac1{G^2}\,\frac{4\pi}{3n}\sqrt{\frac{8\pi}{n}},\\
 \int dt\,ds\,e^{-\Phi}&\simeq\frac{e^{-n}}{G}\sqrt{\frac{2\pi}{3n}}\sqrt{\frac{12\pi}{n}} .
\end{align}
Their ratio is
\begin{equation}
 Ge^{-n}\,\frac{3n}{4\pi}\sqrt{\frac{2\pi}{3n}}\sqrt{\frac32}
 =\frac{3G}{4}\sqrt{\frac n\pi}\,e^{-n}.
\end{equation}
Multiplying by 3 for the exits and by the speed, and using $n\,kT=NE_b$, removes $N$ from the prefactor:
\begin{equation}
 \frac1\tau\simeq\nu e^{-n},\qquad
 \nu=\frac{9G}{4\pi}\sqrt{\frac{E_b}{2m}}
    =\frac{9G}{8\pi}\sqrt{\frac{2E_b}{m}} .
 \label{nu}
\end{equation}
A larger flake is heavier, but its restoring force grows in the same proportion, so $\nu$ does not depend on size.

\section{The first correction}

The next term in $1/n$ shows whether the Gaussian approximation is good enough at $n=40$. Typical $\rho$, $r$ and $s$ scale as $n^{-1/2}$, so cubic terms $\Phi_3$ are of order $n^{-1/2}$ and quartic terms $\Phi_4$ of order $n^{-1}$. Expanding the exponential, and noting that $\langle\Phi_3\rangle=0$ by oddness, multiplies each Gaussian integral by
\begin{equation}
 1+\tfrac12\langle\Phi_3^2\rangle-\langle\Phi_4\rangle+O(n^{-2}),
\end{equation}
with averages taken over the Gaussian weight.

\paragraph{The well.} Let $x_j=\hat{\mathbf g}_j\cdot\boldsymbol\rho$. Near AB,
$\cos\phi_j=-\frac12\cos x_j+\frac{\sqrt3}{2}\sin x_j$. If $\chi$ is the angle between $\boldsymbol\rho$ and $\hat{\mathbf g}_1$, then
\begin{equation}
 \sum x_j=0,\ \ \sum x_j^2=\tfrac32\rho^2,\ \
 \sum x_j^3=\tfrac34\rho^3\cos3\chi,\ \ \sum x_j^4=\tfrac98\rho^4 .
\end{equation}
The first identity removes the term $x_js^2$. What remains is
\begin{align}
 \Phi_3&=-\frac{\sqrt3}{6}n\sum x_j^3=-\frac{\sqrt3}{8}n\rho^3\cos3\chi,\\
 \Phi_4&=-\frac{3n}{64}\rho^4-\frac n{32}\rho^2s^2-n(q_1+q_2+q_3)s^4,
\end{align}
with $q_1+q_2+q_3=7/3840$. The Gaussian moments are $\langle\rho^2\rangle=4/(3n)$, $\langle\rho^4\rangle=32/(9n^2)$, $\langle\rho^6\rangle=128/(9n^3)$, $\langle s^2\rangle=4/n$ and $\langle s^4\rangle=48/n^2$. Since $\cos^23\chi$ averages to $1/2$,
\begin{align}
 \tfrac12\langle\Phi_3^2\rangle&=\frac12\cdot\frac{3n^2}{64}\cdot\frac12\cdot\frac{128}{9n^3}=\frac1{6n},\\
 -\langle\Phi_4\rangle&=\frac1n\left(\frac16+\frac16+\frac7{80}\right).
\end{align}
The well integral is multiplied by $1+47/(80n)$.

\paragraph{The saddles.} Across the path, the phase with cosine $+1$ does not change and the other two change by $\pm y$, where $y=\sqrt3\,r/2$. For exit $e$, with $o,o'$ the other two indices,
\begin{equation}
 \Phi=3n+2n\left[F_e-\cos y\,(F_o+F_{o'})\right].
\end{equation}
There is no cubic term, and
\begin{equation}
 \Phi_4=-\frac n6y^4-\frac n{12}y^2s^2+2n(q_e-q_o-q_{o'})s^4 .
\end{equation}
Here $\langle y^2\rangle=1/(4n)$, $\langle y^4\rangle=3/(16n^2)$, $\langle s^2\rangle=6/n$ and $\langle s^4\rangle=108/n^2$. The bracket $q_e-q_o-q_{o'}$ is $-1/1280$ for exit 1 and $-1/1920$ for the other two, with mean $-7/11520$. Averaged over exits,
\begin{equation}
 -\langle\Phi_4\rangle=\frac1n\left(\frac1{32}+\frac18+\frac{21}{160}\right)=\frac{23}{80n}.
\end{equation}

Dividing the saddle factor by the well factor gives
\begin{equation}
 \frac1\tau=\nu e^{-n}\left[1-\frac{3}{10n}+O(n^{-2})\right].
 \label{corr}
\end{equation}
The coefficient belongs to the energy (\ref{V}) and to a square flake. It does not depend on how the square is oriented: the average over exits involves only $q_1+q_2+q_3$, and $\sum_j g_{jx}^2g_{jy}^2=3/8$ for any three unit vectors at $120^\circ$. At $n=40$ the bracket is 0.9925; numerical quadrature of (\ref{tst}) gives 0.9923. At $n=400$ the two values are 0.99925 and 0.9992. The correction lengthens the 40 $kT$ lifetime by less than 1\%.

For a required lifetime $t$, put $\Lambda=\ln(\nu t)$. The logarithm of (\ref{corr}) gives $\Lambda=n+3/(10n)+\dots$, so
\begin{equation}
 L^2=\frac{A_0kT}{E_b}\left[\Lambda-\frac{3}{10\Lambda}+\dots\right].
 \label{Lt}
\end{equation}
The prefactor matters for the size through $\Lambda$; the correction to it is negligible here.

\section{What 40 $kT$ means in time}

Take the mass of a boron nitride cell, $m=4.12\times10^{-26}$ kg. The given area implies $a=0.250$ nm, a slide of $a/\sqrt3=0.144$ nm and $G=29.06\ \mathrm{nm^{-1}}$. Then
\begin{equation}
 \nu=\frac{9(29.06\times10^9\ \mathrm{m^{-1}})}{8\pi}
 \sqrt{\frac{2(1.602\times10^{-22}\ \mathrm J)}{4.12\times10^{-26}\ \mathrm{kg}}}
 \simeq0.92\ \mathrm{THz}.
\end{equation}
At $40\,kT$ the leading lifetime is $e^{40}/\nu\simeq2.6\times10^5$ s, or 3.0 days. The 7.0 nm square lasts about $1.9\times10^3$ s, roughly half an hour. With a prefactor of 1 GHz, $40\,kT$ would give 7.5 years; the rigid flake attempts escape nearly a thousand times more often.

Ten years require $\Lambda=47.1$ and a side of 8.1 nm. The additional $7\,kT$ costs 0.6 nm, because $L$ grows as the square root of the logarithm of the time. These lifetimes are transition-state estimates: friction that sends the flake back across the dividing line makes the true escape slower. They also treat the flake as rigid. In-plane elastic modes are on average softer at the saddle than in the well, and they shorten the lifetime. With the elastic moduli of the next section, a harmonic estimate at 7.5 nm gives a factor of about 1.7 on a rigid lower sheet and about 3 if the lower layer is an equally flexible flake. Both factors grow slowly with the short-wavelength cutoff, by 5 to 10\% per halving of the mesh. Restoring the lifetime costs about 0.05 nm and 0.1 nm of side, respectively.

\section{When the flake stops being rigid}

An elastic flake can let one side slide ahead of the other. Let the path run along $y$, hold the lower sheet rigid, and add to the uniform saddle the displacement $u_y=\gamma x$, $u_x=-\beta y$. This combines shear and rotation. With two-dimensional shear modulus $\mu$ and $\langle x^2\rangle=\langle y^2\rangle=L^2/12$, the added energy per area is
\begin{equation}
 \epsilon=\tfrac12\left[\mu(\gamma-\beta)^2+q(3\beta^2-\gamma^2)\right],
 \qquad q=\frac{E_bG^2L^2}{12A_0}.
\end{equation}
Setting $\partial\epsilon/\partial\beta=0$ gives $\beta=\mu\gamma/(\mu+3q)$, and then
\begin{equation}
 \epsilon=\frac{q\gamma^2}{2}\,\frac{2\mu-3q}{\mu+3q}.
\end{equation}
This turns negative at $q=2\mu/3$, that is, at
\begin{equation}
 L_{\rm aff}=\sqrt{\frac{8\mu A_0}{E_bG^2}} .
\end{equation}
Rough boron nitride values, a two-dimensional Young modulus of 280 N/m and a Poisson ratio of 0.2, give $\mu=117$ N/m and $L_{\rm aff}\simeq19$ nm. More flexible displacements can only lower this threshold. A Ritz calculation with polynomial displacements, taking the least stable of the three exits, gives 16.0 nm; raising the polynomial degree from 7 to 9 moves it by 0.002 nm.

If the lower layer is an identical free flake, each layer takes half of the relative displacement. The elastic energy is then $2\times\frac12\mu(\gamma/2)^2=\frac12(\mu/2)\gamma^2$ for a shear $\gamma$: the moduli are halved and the threshold falls by $\sqrt2$, to 11.3 nm. A larger lower sheet adds elastic energy outside the overlap, so 11.3 nm is a lower estimate for it. The 7.5 nm flake lies below all these thresholds.

Stability against small distortions does not exclude a distant, cheaper route. However, on every reversal path the mean displacement must cross one of the dividing lines. A numerical minimization over polynomial distortions up to degree 5, from several random starts on each line, found no crossing energy below $NE_b$ at 7.5 nm. Above the threshold the uniform saddle has a second downhill direction, and a path can go around it at lower energy. At 40 nm the same search on one line found a non-uniform crossing at about $0.6NE_b$. The law $n\propto L^2$ therefore belongs to small flakes.

\section{Sizes of the neglected effects}

Each change below is made alone, with the other inputs held fixed.

\paragraph{Edges.} A strip one lattice constant wide holds 13\% of the cells of the 7.5 nm square. If those cells had half the barrier, the condition $\frac12[L^2+(L-2a)^2]=L_{40}^2$ would give 7.7 nm.

\paragraph{Field.} Let $P$ be the dipole moment per area and $\mathcal E$ a field opposing it. The well rises by $w=P\mathcal EA_0$ per cell, while the polarization vanishes at the saddle by symmetry. For a polarization proportional to $\sum_j\sin\phi_j$, the saddle also shifts. Its energy slope is $(4/\sqrt{27})Gw$ and its curvature is $-E_bG^2$, so its energy rises by $(16/27)G^2w^2/(2E_bG^2)$, and
\begin{equation}
 \Delta E_b\simeq-w+\frac{8}{27}\frac{w^2}{E_b}.
\end{equation}
A rough $P=2$ pC/m and $\mathcal E=1$ MV/cm give $w=0.067$ meV and a net drop of 0.066 meV per cell. The flake loses $2.6\,kT$, and restoring $40\,kT$ takes 7.7 nm.

\paragraph{Temperature.} At 358 K the same flake has $40\times300/358=33.5\,kT$ and lasts about 390 s. Keeping $40\,kT$ requires 8.2 nm.

\paragraph{Tunnelling.} The inverted saddle has frequency $\omega_b=G\sqrt{E_b/m}$. The crossover temperature $\hbar\omega_b/(2\pi k)$ is 2.2 K, and the leading tunnelling correction to the rate at 300 K, $(\hbar\omega_b/kT)^2/24$, is about $10^{-4}$. Tunnelling is negligible.

\paragraph{The barrier.} Since $L\propto E_b^{-1/2}$, the side is 10.6 nm for 0.5 meV per cell, 5.3 nm for 2 meV and 3.7 nm for 4 meV. This uncertainty outweighs the effects above.

\section{Comparison with real layers}

The cell area, mass, stiffness and polarization used here are in the range of parallel-stacked boron nitride. The barrier of 1 meV is a chosen input and lies on the low side; as a rough guide, a few meV per cell is more realistic and would put the 300 K limit at roughly 3 to 5 nm. At such sizes a strip one lattice constant wide holds a fifth to nearly a third of the cells, so treating edge cells as interior cells is a weaker assumption than at 7.5 nm. Devices much larger than the rigidity threshold can contain domain walls. Their polarization can then reverse by wall motion, whose barrier depends on pinning and is not given by $NE_b$. The 7.5 nm figure should not be used as a retention rule for such devices. It applies to a small, aligned, wall-free flake on a larger sheet, with the chosen barrier of 1 meV per cell. Out-of-plane bending, defects and trapped contaminants are not included, and the size of their effect has not been estimated.
